\section*{Diagnosing spurious gap states in discretised multiband hole Hamiltonians}

\section{Definitions and conventions}

Energies are hole energies: they increase into the valence band. Rydberg atomic units are used, so $\hbar^2/2m_0=1$, energies are in Ry and lengths in $a_0$. Let $\gamma_1,\gamma_2,\gamma_3$ be the Luttinger parameters and define
\begin{equation}
l=\gamma_1+4\gamma_2,\qquad m=\gamma_1-2\gamma_2,\qquad n=6\gamma_3 .
\end{equation}
In the orbital basis $X,Y,Z$, with $k_j=-i\partial_j$, the kinetic operator is
\begin{align}
K_{XX}&=k_x l k_x+k_y m k_y+k_z m k_z,\\
K_{XY}&=k_x n_+k_y+k_y n_-k_x,\qquad n_++n_-=n,
\end{align}
with the other elements obtained by permuting the axes. The parameters may depend on position. In a uniform material only the sum $n$ matters; at an interface the split into $n_+$ and $n_-$ matters too, and this split is the operator ordering. Two choices are compared:
\begin{equation}
n_-=m+1\ \text{(Burt--Foreman)},\qquad n_-=n/2\ \text{(symmetrised)}.
\end{equation}

The full Hamiltonian is $K+V+\Delta P_{1/2}$. Here $V$ is the bounded hole potential, including band offsets, and $P_{1/2}$ projects on the $J=1/2$ states, which spin--orbit coupling raises by $\Delta\ge0$. The lowest value of $V$ is set to zero. A \emph{gap state} is a level with $E<0$. Since $V$ and $\Delta P_{1/2}$ are non-negative, such a level requires the kinetic form $\langle u|K|u\rangle$ to be negative for some $u$. For a hole kinetic energy that is unphysical. We assume $l,m>0$ and $n\ge0$. The model has no explicit conduction band.

\section{A two-component example by hand}

\subsection{One material}

Take a wave with momentum $k$ along $x$ and $\kappa$ along $z$. Then $Y$ decouples with the positive energy $m(k^2+\kappa^2)$, and $X,Z$ form the block
\begin{equation}
\begin{pmatrix} lk^2+m\kappa^2 & nk\kappa\\ nk\kappa & mk^2+l\kappa^2\end{pmatrix}.
\end{equation}
Its trace is positive. Its determinant is
\begin{align}
&lm(k^4+\kappa^4)+(l^2+m^2)k^2\kappa^2-n^2k^2\kappa^2\nonumber\\
&\quad=lm(k^2-\kappa^2)^2+k^2\kappa^2\left[(l+m)^2-n^2\right], \label{det}
\end{align}
where $2lmk^2\kappa^2$ was subtracted in the square and restored in the bracket. At $k=\kappa$ only the bracket survives. Both energies are therefore positive for all nonzero momenta in this plane exactly when $n<l+m$.

The example uses round model parameters:
\begin{center}
\begin{tabular}{lcccc}
 & $(\gamma_1,\gamma_2,\gamma_3)$ & $l$ & $m$ & $n$\\
well & $(7,\,2,\,2.9)$ & 15 & 3 & 17.4\\
barrier & $(3,\,0.5,\,0.9)$ & 5 & 2 & 5.4
\end{tabular}
\end{center}
Both pass, since $17.4<18$ and $5.4<7$. A bulk band plot would show nothing wrong with either ordering.

\subsection{The energy form at an interface}

Now let the well fill $z<0$ and the barrier $z>0$, keeping $k>0$ along $x$. Integrating the left-hand $k_z$ by parts gives
\begin{equation}
\langle X|K_{XZ}|Z\rangle=k\int dz\,\left[-in_+X^*Z'+in_-X'^*Z\right].
\end{equation}
With $Z=iW$ the coefficients become real, so real and imaginary parts of the fields separate and real fields suffice. Measure length by $\zeta=kz$, and let primes now denote $d/d\zeta$. The form is $k\,Q$ with
\begin{equation}
Q=\int d\zeta\left[mX'^2+lW'^2+lX^2+mW^2+2n_+XW'-2n_-X'W\right].
\label{Q}
\end{equation}
The norm is $k^{-1}\int d\zeta\,(X^2+W^2)$, so the kinetic energy is $\lambda k^2$, where $\lambda$ does not depend on $k$. A negative $\lambda$ is an interface branch that dives through the gap at large momentum.

To find whether $Q$ can be negative, fix $X,W$ at the interface and minimise $Q$ in each half-space. Varying $X$ and $W$ for $\zeta>0$ gives
\begin{equation}
-mX''+lX+nW'=0,\qquad -lW''+mW-nX'=0 .
\label{EL}
\end{equation}
The ordering has dropped out of these bulk equations. It remains in the fluxes $F_X=mX'-n_-W$ and $F_W=lW'+n_+X$. Equations \eqref{EL} say $F_X'=lX+n_+W'$ and $F_W'=mW-n_-X'$, so the integrand of \eqref{Q} equals $(XF_X+WF_W)'$ and
\begin{equation}
Q_{\min}=-(XF_X+WF_W)\big|_{\zeta=0^+}.
\label{flux}
\end{equation}

For decaying solutions $e^{-q\zeta}$, \eqref{EL} requires
\begin{equation}
lmq^4-(l^2+m^2-n^2)q^2+lm=0 .
\end{equation}
By \eqref{det} there is no imaginary root, so two roots have positive real part. They are either real or complex conjugates, hence $q_1q_2=+1$, and
\begin{equation}
S^2\equiv(q_1+q_2)^2=\frac{l^2+m^2-n^2}{lm}+2=\frac{(l+m)^2-n^2}{lm}.
\end{equation}
Write $u=(X,W)^T$ and $u'=-Gu$, where $G$ has eigenvalues $q_1,q_2$. Equation \eqref{EL} becomes $MG^2+NG=C$ with
\begin{equation}
M=\begin{pmatrix}m&0\\0&l\end{pmatrix},\quad
N=\begin{pmatrix}0&n\\-n&0\end{pmatrix},\quad
C=\begin{pmatrix}l&0\\0&m\end{pmatrix}.
\end{equation}
The Cayley--Hamilton theorem gives $G^2=SG-1$. Hence $(SM+N)G=C+M=(l+m)\,1$. Since $\det(SM+N)=S^2lm+n^2=(l+m)^2$,
\begin{equation}
G=\frac{1}{l+m}\begin{pmatrix}Sl&-n\\ n&Sm\end{pmatrix}.
\end{equation}
Insert $u'=-Gu$ in \eqref{flux}. The squares $X^2$ and $W^2$ both get the coefficient $Slm/(l+m)$. The product $XW$ gets
\begin{equation}
\frac{(l-m)n}{l+m}+n_--n_+=2n_--\frac{2mn}{l+m},
\end{equation}
using $n_+=n-n_-$. Thus $Q_{\min}=a(X^2+W^2)+2bXW$ with
\begin{equation}
a=\frac{\sqrt{lm[(l+m)^2-n^2]}}{l+m},\qquad b=n_--\frac{mn}{l+m}.
\label{ab}
\end{equation}
Reflection $\zeta\to-\zeta$ is equivalent to $W\to-W$ in \eqref{Q}, so the left half-space has $-b$. With $A$ on the left and $B$ on the right, the total is
\begin{equation}
(a_A+a_B)(X^2+W^2)+2(b_B-b_A)XW,
\end{equation}
whose eigenvalues are $a_A+a_B\pm|b_A-b_B|$.

Any other field with the same interface values differs from the minimiser by a field that vanishes at the interface. The cross term vanishes by \eqref{EL}. The remainder, extended by zero in each half-space, is a uniform-bulk form and is non-negative. Therefore, for this interface and direction,
\begin{equation}
\boxed{\text{a branch with }\lambda<0\text{ exists if and only if } |b_A-b_B|>a_A+a_B.}
\label{crit}
\end{equation}
A negative form does give a bound state, because the scaled bulk continuum starts above zero.

\subsection{The numbers}

For the well,
\begin{equation}
a_A=\frac{\sqrt{45\,(324-302.76)}}{18}=1.718,\qquad \frac{mn}{l+m}=\frac{52.2}{18}=2.9 .
\end{equation}
For the barrier,
\begin{equation}
a_B=\frac{\sqrt{10\,(49-29.16)}}{7}=2.012,\qquad \frac{mn}{l+m}=\frac{10.8}{7}=1.543 .
\end{equation}
The threshold is $a_A+a_B=3.730$. The two orderings give
\begin{align}
\text{Burt--Foreman:}&\quad |(4-2.9)-(3-1.543)|=0.357,\\
\text{symmetrised:}&\quad |(8.7-2.9)-(2.7-1.543)|=4.643 .
\end{align}
The symmetrised operator has a gap branch although both bulk materials are sound.

Its energy follows by repeating the calculation for $Q-\lambda\int(X^2+W^2)\,d\zeta$, which replaces $C$ by $C-\lambda$. The decay equation is now $(l-\lambda-mq^2)(m-\lambda-lq^2)+n^2q^2=0$. With $P=q_1q_2$ and $D=S^2lm+n^2$, its coefficients give
\begin{align}
P&=\sqrt{\frac{(l-\lambda)(m-\lambda)}{lm}},\\
D&=l(l-\lambda)+m(m-\lambda)+2Plm .
\end{align}
Now $G^2=SG-P$, so $(SM+N)G=C-\lambda+PM$, which is diagonal with entries $\alpha=l-\lambda+Pm$ and $\beta=m-\lambda+Pl$. The same insertion in \eqref{flux}, with $l\alpha+m\beta=D$, gives the coefficients
\begin{equation}
a_X=\frac{Slm\alpha}{D},\quad a_W=\frac{Slm\beta}{D},\quad b_\lambda=n_--\frac{mn\beta}{D}
\end{equation}
of $X^2$, $W^2$ and $2XW$. A bound state occurs when the summed matrix is singular:
\begin{equation}
(a_{X,A}+a_{X,B})(a_{W,A}+a_{W,B})=(b_{\lambda,A}-b_{\lambda,B})^2 .
\end{equation}
For the symmetrised ordering the negative root is $\lambda=-0.4099$. There is one such root: lowering $\lambda$ raises the form, and at $\lambda=0$ at most one eigenvalue is negative. A finite-element solution of the scaled problem, extrapolated in the grid spacing, also gives $-0.4099$.

Two limits are useful. As $n\to l+m$, $a\to0$ and $b\to n_--m$. The difference in $n_--m$ that an interface between two such materials tolerates therefore shrinks to zero, but only as the square root of the margins $l+m-n$. Burt--Foreman ordering makes $n_--m$ equal to 1 in both. In an inversion layer of one material against an infinite wall, $u=0$ at the wall. Extension by zero then shows that the form is non-negative whenever the bulk is elliptic, and the ordering is irrelevant.

\section{The general certificate}

Criterion \eqref{crit} concerns one geometry. A sufficient condition for every geometry follows by treating all nine derivatives $\partial_iu_a$ as independent variables. The own derivatives $(\partial_xX,\partial_yY,\partial_zZ)$ are coupled by a matrix with diagonal $l$ and off-diagonal $n_+$. Each pair such as $(\partial_yX,\partial_xY)$ has diagonal $m$ and off-diagonal $n_-$. The eigenvalues are
\begin{equation}
l+2n_+,\qquad l-n_+\ (\text{twice}),\qquad m\pm n_-\ (\text{three times each}).
\end{equation}

This test is too severe as it stands, because part of the form is invisible. For constant $c$,
\begin{equation}
c(\partial_xX^*\partial_yY-\partial_yX^*\partial_xY)
=c\left[\partial_x(X^*\partial_yY)-\partial_y(X^*\partial_xY)\right]
\end{equation}
integrates to zero for fields that vanish at the outer boundary. Hence $n_+\to n_++c$, $n_-\to n_--c$ leaves the operator unchanged, provided the same $c$ is used in all materials. This also explains why \eqref{crit} contains only the difference of the $b$'s. The shifted eigenvalues are positive when
\begin{equation}
\max\left(n_--m,\,-\tfrac l2-n_+\right)<c<\min\left(n_-+m,\,l-n_+\right).
\label{window}
\end{equation}
If the windows of all materials share a value of $c$, the kinetic form is non-negative for every interface shape, and $E\ge\min V$.

For one material the window is non-empty exactly when $n<l+m$. Comparing each lower end with each upper end gives $2m>0$, $l+m>n$, $\tfrac32l>0$ and $n+m+\tfrac l2>0$, of which only the second is not already assumed. Applied to a plane wave, this proves bulk ellipticity in all directions, not just in the plane of \eqref{det}.

In the example the Burt--Foreman windows are $(1,1.6)$ and $(1,2.6)$, which overlap. The symmetrised windows are $(5.7,6.3)$ and $(0.7,2.3)$, which do not. Each material is sound by itself, but no single $c$ serves both.

\section{Where the Burt--Foreman ordering comes from}

The crystal Hamiltonian contains $k^2+2\mathbf k\cdot\mathbf p$. Eliminating a remote state $r$ in second order, with the energy denominator taken at the valence edge, gives the hole operator
\begin{equation}
K_{ab}=-\delta_{ab}k^2+\sum_{r,i,j}k_i\,\frac{4\langle a|p_i|r\rangle\langle r|p_j|b\rangle}{E_r-E_v}\,k_j .
\end{equation}
The order is fixed: $k_j$ acts first, on the way into $r$, and $k_i$ acts on the way out. For zinc-blende symmetry the remote classes contribute as follows.
\begin{itemize}
\item $\Gamma_1$ and $\Gamma_{12}$ have $\langle a|p_i|r\rangle\ne0$ only for $i=a$. They enter $l$ and $n_+$.
\item $\Gamma_{15}$ couples $X$ through $p_y$ and $Y$ through $p_x$ to the same state with equal signs. It adds $H_1$ to both $m$ and $n_-$.
\item $\Gamma_{25}$ does the same with opposite signs. It adds $H_2$ to $m$ and $-H_2$ to $n_-$.
\end{itemize}
Thus $m=-1+H_1+H_2$ and $n_-=H_1-H_2=m+1-2H_2$. Neglecting $H_2$ gives $n_-=m+1$.

With this ordering and $c=1$, the shifted eigenvalues are
\begin{equation}
2m,\qquad 0,\qquad l+m-n,\qquad l+2(n-m).
\end{equation}
So if every material is bulk-elliptic and satisfies $l+2n\ge2m$, this ordering has no gap states at any interface. The guarantee does not cover $H_2\ne0$, for which \eqref{window} must be evaluated again.

\section{The grid as a separate source}

A sound operator can be spoiled by its discretisation. On a uniform grid of spacing $h$, let a wave of phase $\theta$ per step turn $-d^2/dz^2$ into $s^2$ and $-id/dz$ into $d$. The determinant \eqref{det} becomes
\begin{equation}
lm(k^2-s^2)^2+k^2\left[(l+m)^2s^2-n^2|d|^2\right].
\end{equation}
Choosing $k=s$, or small $k$ when $s=0$, shows that this is non-negative for all $k$ exactly when
\begin{equation}
n|d|\le(l+m)s\quad\text{for every }\theta.
\label{stencil}
\end{equation}

\emph{Compact second difference, central first difference.} Here $s=2\sin(\theta/2)/h$ and $d=\sin\theta/h=s\cos(\theta/2)$ for $0\le\theta\le\pi$. The condition holds in every elliptic material.

\emph{Squared central difference, one-sided first difference.} Here $s=\sin\theta/h$ and $|d|=2\sin(\theta/2)/h$, so $|d|/s=1/\cos(\theta/2)$. In the well material it fails once $\cos(\theta/2)<17.4/18=0.967$. At $\theta=\pi$, $s=0$ and the lower energy is
\begin{equation}
E=\frac{l+m}{2}k^2-\sqrt{\frac{(l-m)^2k^4}{4}+\frac{4n^2k^2}{h^2}} .
\end{equation}
At $k=0.05\,a_0^{-1}$ this is $-1.72$ Ry for $h=1\,a_0$ and $-3.46$ Ry for $h=0.5\,a_0$. Refinement makes it worse. On a periodic grid of 200 points with the same $k$ and $h=1\,a_0$, the compact stencil gives a positive lowest level of $0.0026$ Ry. This value depends on the phases that the ring allows: at $s=k$, which this ring misses, the lower energy is about $(l+m-n)k^2=0.0015$ Ry, still positive.

\emph{Compact second difference, fourth-order first difference.} The largest $|d|/s$ is 1.014, so \eqref{stencil} requires $n/(l+m)<0.986$. The well material passes at 0.967, but a more nearly marginal elliptic material would fail. Higher formal order is thus no guarantee.

Conforming finite elements avoid this source. They evaluate the true form on a restricted set of functions, so their lowest level lies at or above that of the operator. A negative finite-element level then indicts the operator, provided the integrals are exact.

\section{The diagnosis in general}

\begin{enumerate}
\item Check $l,m>0$ and $n<l+m$ in every material, including barriers. If $n>l+m$, or if $l$ or $m$ is negative, the bulk energies are unbounded below; $n=l+m$ is the marginal case.
\item Check \eqref{stencil} for the stencil, or use conforming finite elements. Condition \eqref{stencil} was derived for a uniform material with the in-plane momentum along $[100]$; it does not test how position-dependent coefficients are placed on the grid at an interface.
\item Compute the windows \eqref{window} with the ordering actually coded. A common $c$ excludes gap states of the operator.
\item If there is no common $c$, the case is open. Evaluate \eqref{crit}, and for other in-plane directions compute the half-space matrices from the decaying modes numerically. A negative eigenvalue of their sum convicts the ordering. A positive result clears only an isolated interface: two interfaces a distance of order $1/k$ apart must be tested together, and a negative level from them appears only in a range of $k$ and does not follow the large-$k$ law of step 5.
\item Confirm on the full structure: at large $k$ a spurious interface level falls as $\lambda k^2$ up to a bounded shift, stays negative under refinement in $z$, and sits at an interface.
\end{enumerate}

The gap between steps 3 and 4 is real. Interpolate $n_-=(1-t)(m+1)+tn/2$. The lower end of the well window is $1+4.7t$ and the upper end of the barrier window is $2.6-0.3t$, so the certificate is lost at $t=0.32$. The difference $b_A-b_B=-0.357+5t$ reaches 3.730 only at $t=0.817$. Among ten in-plane directions scanned from $[100]$ to $[110]$, none has a smaller threshold. Between these values an isolated planar (001) interface has no gap branch in the directions scanned, but layered structures can fail earlier. For a period much shorter than $1/k$ with equal layers, take $W$ constant in \eqref{Q} and minimise over periodic $X$. The form per length is $\left[\langle m-n_-^2/m\rangle+\langle n_-/m\rangle^2/\langle 1/m\rangle\right]W^2=\left[2.5-0.1(1+5t)^2\right]W^2$, which is negative already for $t>0.8$. A single layer of well material of width about $1.5/k$ between two barriers makes the kinetic form negative from $t\approx0.52$. Such a negative kinetic energy is of order $1/w^2$ for a layer of width $w$, so it gives a gap state only in layers thin enough for it to outweigh $V$ and $\Delta$.

\section{A six-band well}

The well is $60\,a_0$ (3.2 nm) wide between barriers of $40\,a_0$ closed by hard walls. The offset is 0.02 Ry, $\Delta=0.02$ Ry, and a field of $10^{-4}$ Ry$/a_0$ acts inside the well, leaving the right barrier 0.006 Ry higher than the left. Linear finite elements with $h=0.5\,a_0$ give these lowest hole levels for $k\parallel[100]$:
\begin{center}
\begin{tabular}{ccc}
$k$ ($a_0^{-1}$) & Burt--Foreman (Ry) & symmetrised (Ry)\\
0.0 & 0.0064 & 0.0064\\
0.1 & 0.0193 & 0.0065\\
0.2 & 0.0386 & $-0.0048$\\
0.4 & 0.1146 & $-0.0487$
\end{tabular}
\end{center}
The levels agree at $k=0$ because $n_\pm$ enter multiplied by $k$. A check at the zone centre therefore cannot test the ordering. At $k=0.1\,a_0^{-1}$ both levels are positive yet differ by a factor of three. The absence of a gap state at the momenta examined does not make a dispersion correct.

On this grid the symmetrised level enters the gap at $k=0.167\,a_0^{-1}$ (3.16 nm$^{-1}$). At $k=0.4\,a_0^{-1}$ it is $-0.0329$, $-0.0487$ and $-0.0528$ Ry for $h=1$, $0.5$ and $0.25\,a_0$. The successive changes shrink by nearly four, as for an error of order $h^2$, and extrapolation gives $-0.054$ Ry ($-0.74$ eV). The level converges, but to a spurious value. These momenta are large. For a crystal with the lattice constant of GaAs, whose parameters the well resembles, the zone edge lies at $2\pi/a\approx0.59\,a_0^{-1}$. The levels quoted here therefore describe the operator that a solver diagonalises, not the bands of a real well. Of its weight, 97\% lies within $10\,a_0$ of the interfaces.

Spin--orbit coupling does not remove it. Since $0\le\Delta P_{1/2}\le\Delta$, the lowest six-band level lies between the three-band level and that level plus $\Delta$. For $h=0.5\,a_0$ and $k=0.4\,a_0^{-1}$ these levels are $-0.0487$ and $-0.0544$ Ry. By the same argument, for well-separated interfaces the bounded terms add between zero and $0.026+0.02=0.046$ Ry to $\lambda k^2$. At $k=0.6\,a_0^{-1}$ the level is $-0.136$ Ry against $\lambda k^2=-0.148$ Ry, a shift of 0.012 Ry. At fixed $k$ the energy is finite. If the in-plane directions are also put on a grid, refinement admits ever larger $k$, and the operator has no lower bound.

These conclusions rest on finite $\Delta$ and a hole-only basis. A four-band model projects out $J=1/2$: the certificate still protects it, because projection only restricts the trial functions, but a conviction by \eqref{crit} does not carry over. With an explicit conduction band the energy form has both signs, and the analysis must be made anew. The complete numerical output follows. In it, the lowest scaled Burt--Foreman energy, 0.6655, belongs to a hard-walled box of length $40/k$ and tests only the sign; without the box the continuum of the well material starts slightly below $l+m-n=0.6$.

\section*{Computed values}
\begin{verbatim}
well: gamma1,2,3 = (7.0, 2.0, 2.9); l, m, n = 15.00, 3.00, 17.40
well: bulk margin l+m-n = 0.600; n/(l+m) = 0.9667
well: n_minus Burt-Foreman 4.000, symmetrised 8.700
well: c window BF (1.000, 1.600), sym (5.700, 6.300)
well: a = 1.7176; b BF 1.1000, b sym 5.8000
barrier: gamma1,2,3 = (3.0, 0.5, 0.9); l, m, n = 5.00, 2.00, 5.40
barrier: bulk margin l+m-n = 1.600; n/(l+m) = 0.7714
barrier: n_minus Burt-Foreman 3.000, symmetrised 2.700
barrier: c window BF (1.000, 2.600), sym (0.700, 2.300)
barrier: a = 2.0122; b BF 1.4571, b sym 1.1571
common c window BF: 1.000 to 1.600
common c window sym: lower 5.700, upper 2.300 (empty)
smallest form eigenvalue, BF at c = 1.300: 0.3000
a_A+a_B = 3.7298; |b_A-b_B| BF 0.3571, sym 4.6429
smallest interface impedance eigenvalue over angles, BF: 2.2136
ordering fraction t where certificate is lost: 0.3200
ordering fraction t where [100] gap branch appears: 0.8174
smallest such t over scanned angles: 0.8174 at 0 deg from [100]
lam sym from impedance: -0.40985 Ry a0^2
lam sym finite elements h k=0.05, 0.025, extrapolated: -0.40765, -0.40930, -0.40985
finite-element lam at predicted [100] threshold: 1.9e-06 Ry a0^2
lowest scaled interface-problem energy, BF: 0.6655 Ry a0^2
well width 60 a0 = 3.175 nm; each barrier 40 a0
offset 0.02 Ry, spin-orbit 0.02 Ry, field 0.0001 Ry/a0
lowest hole level, six bands, h = 0.5 a0 (gap is E < 0):
  k = 0.0 /a0: BF 0.00642 Ry, sym 0.00642 Ry
  k = 0.1 /a0: BF 0.01932 Ry, sym 0.00646 Ry
  k = 0.2 /a0: BF 0.03864 Ry, sym -0.00478 Ry
  k = 0.3 /a0: BF 0.06989 Ry, sym -0.02375 Ry
  k = 0.4 /a0: BF 0.11456 Ry, sym -0.04865 Ry
sym level enters gap at k = 0.1670 /a0 = 3.157 /nm
sym level at k=0.4 /a0, h=1, 0.5, 0.25 a0: -0.03286, -0.04865, -0.05281 Ry
extrapolated to h=0: -0.05420 Ry = -0.7374 eV
three-band level without spin-orbit, k=0.4 /a0, h=0.5 a0: -0.05445 Ry
k = 0.6 /a0: sym level -0.1360 Ry, lam k^2 = -0.1475 Ry
weight within 10 a0 of the interfaces, k=0.4 /a0: 0.9715
bulk ring, k=0.05 /a0, h=1 a0, compact stencil: 0.002586 Ry
mismatched stencil, h=1 and 0.5 a0: -1.7176, -3.4575 Ry
fourth-order first difference: max d/s = 1.01430, safe for n/(l+m) < 0.98590
\end{verbatim}
